# Reactive flux from Onsager regression: transition-state limit and transmission coefficient

A first-order rate constant has the dimension of an inverse time. For a process that passes through a dividing surface $q=q^*$, equilibrium quantities at the surface supply this dimension: the velocity $\dot q$, a length over a time, multiplied by the density $\delta(q-q^*)$, an inverse length. Divided by the population $x_A$ of the initial state, their average is a rate per unit of population. This suggests looking for the rate constant in the form

$$k=\frac{\langle \dot q\,\delta(q-q^*)\,F\rangle}{x_A},\tag{1}$$

with a dimensionless factor $F$. Symmetry restricts $F$. The canonical distribution is even in the momenta, while $\dot q$ is odd if $q$ depends on positions alone, so that

$$\langle \dot q\,\delta(q-q^*)\rangle=0 .\tag{2}$$

At equilibrium as many systems cross forward as backward. The factor $F$ must therefore distinguish the two directions of crossing. Dimensions and symmetry do not say how; the regression of equilibrium fluctuations does.

**States, dynamics and the rate law**

The nuclei are classical and move on a potential energy surface, which in first-principles molecular dynamics comes from an electronic-structure calculation. State A is the region $q<q^*$ and state B the region $q>q^*$. Their indicator functions are

$$h_A=\theta(q^*-q),\qquad h_B=1-h_A,\tag{3}$$

and their equilibrium populations are $x_A=\langle h_A\rangle$ and $x_B=\langle h_B\rangle=1-x_A$. Angle brackets denote the canonical average over initial conditions and, if the motion is stochastic, over the noise. The dynamics must leave the canonical distribution unchanged. Hamiltonian motion does so, and so does Langevin motion with inertia. Overdamped Brownian motion is excluded, because it has no velocity $\dot q$.

Let $c_A(t)$ and $c_B(t)=1-c_A(t)$ be the populations of an ensemble out of equilibrium. The phenomenological rate law is

$$\frac{dc_A}{dt}=-k_{AB}c_A+k_{BA}c_B .\tag{4}$$

It is stationary at equilibrium if $k_{AB}x_A=k_{BA}x_B$. Inserting $c_A=x_A+\Delta c_A$ and $c_B=x_B-\Delta c_A$ into (4), and cancelling the equilibrium terms, gives

$$\frac{d\Delta c_A}{dt}=-(k_{AB}+k_{BA})\Delta c_A,\qquad \Delta c_A(t)=\Delta c_A(0)\,e^{-t/\tau}.\tag{5}$$

Since $k_{BA}=k_{AB}x_A/x_B$ and $x_A+x_B=1$,

$$\frac1\tau=k_{AB}\left(1+\frac{x_A}{x_B}\right)=\frac{k_{AB}}{x_B}.\tag{6}$$

**Regression of a population fluctuation**

Onsager's regression hypothesis states that a small nonequilibrium deviation decays like the corresponding equilibrium time correlation function. For populations a suitable preparation turns this into an identity. Multiply the equilibrium distribution by $e^{\epsilon h_A}$ and normalize. Because $h_A$ is either 0 or 1,

$$e^{\epsilon h_A}=1+\lambda h_A,\qquad \lambda=e^{\epsilon}-1 .\tag{7}$$

The population of A at a later time is the average of $h_A(t)$ over this initial distribution. With $\langle h_A(t)\rangle=x_A$ from stationarity,

$$c_A(t)=\frac{x_A+\lambda\langle h_A(0)h_A(t)\rangle}{1+\lambda x_A}.\tag{8}$$

Subtracting $x_A=(x_A+\lambda x_A^2)/(1+\lambda x_A)$ leaves

$$\Delta c_A(t)=\frac{\lambda\,C(t)}{1+\lambda x_A},\qquad C(t)=\langle h_A(0)h_A(t)\rangle-x_A^2 .\tag{9}$$

The prefactor does not depend on time, so it cancels in the ratio:

$$\frac{\Delta c_A(t)}{\Delta c_A(0)}=\frac{C(t)}{C(0)},\qquad C(0)=x_A-x_A^2=x_Ax_B .\tag{10}$$

The value of $C(0)$ follows from $h_A^2=h_A$. Equation (10) holds for any finite nonzero $\epsilon$, and the limit $\epsilon\to-\infty$ describes an ensemble prepared wholly in B. The physical assumption lies elsewhere, in the exponential law (5). Let $\tau_{\rm mol}$ be the time in which trajectories near the surface settle into one of the states. The assumption is that, for $t$ well above $\tau_{\rm mol}$,

$$C(t)= a\,x_Ax_B\,e^{-t/\tau},\qquad \tau_{\rm mol}\ll\tau .\tag{11}$$

The amplitude $a$ allows for the initial transient, which the rate law does not describe.

**From the correlation function to a flux**

By stationarity $\langle h_A(s)h_A(s+t)\rangle$ does not depend on $s$. Setting its derivative with respect to $s$ to zero moves the time derivative to the earlier factor:

$$\frac{dC}{dt}=\langle h_A(s)\dot h_A(s+t)\rangle=-\langle\dot h_A(0)h_A(t)\rangle .\tag{12}$$

The chain rule applied to (3) gives $\dot h_A=-\dot q\,\delta(q-q^*)$. The two minus signs cancel, and with $h_A(t)=1-h_B(t)$

$$\frac{dC}{dt}=\langle\dot q(0)\delta(q(0)-q^*)\rangle-\langle\dot q(0)\delta(q(0)-q^*)h_B(t)\rangle .\tag{13}$$

The first term vanishes by (2). For $t>0$ we define

$$k(t)=\frac{\langle\dot q(0)\,\delta(q(0)-q^*)\,h_B(t)\rangle}{x_A},\qquad -\frac{dC}{dt}=x_A\,k(t).\tag{14}$$

This is the reactive-flux expression. The factor $F$ of (1) is $h_B(t)$: a crossing is judged by where the trajectory is found later. Integrating (14) from zero to $t$ gives

$$x_A\int_0^t k(s)\,ds=C(0)-C(t)=\langle h_A(0)h_B(t)\rangle .\tag{15}$$

Equations (14) and (15) do not use the exponential law. Where (11) applies, differentiating it and using (6) yields

$$k(t)=a\,\frac{x_B}{\tau}\,e^{-t/\tau}=a\,k_{AB}\,e^{-t/\tau}.\tag{16}$$

For $\tau_{\rm mol}\ll t\ll\tau$ the exponential is close to one, and $k(t)$ shows a plateau at $k_{AB}$, provided that $a$ is also close to one. The bound derived below gives a sufficient condition for this.

**The zero-time limit**

A trajectory that starts on the surface with velocity $\dot q\neq0$ has $q(t)-q^*=\dot q\,t$ to leading order in $t$. In Langevin motion the noise acts on the velocity and displaces the position by an amount of order $t^{3/2}$, which is smaller. Hence $h_B(t)\to\theta(\dot q)$ as $t\to0^+$, and

$$k(0^+)=\frac{\langle\dot q\,\theta(\dot q)\,\delta(q-q^*)\rangle}{x_A}\equiv k_{\rm TST}.\tag{17}$$

This is the transition-state-theory rate, the one-way equilibrium flux per unit of population in A. It counts each forward crossing as a reaction, which is right if no trajectory recrosses. The limit must be taken from positive times. At $t=0$ itself $h_B$ is a function of position, has no knowledge of the sign of $\dot q$, and the average vanishes by symmetry. Correspondingly, $C(t)$ is even in $t$ and has a cusp at the origin, with slope $-x_Ak_{\rm TST}$ on the right.

If $q$ is a Cartesian coordinate of mass $m$ in a potential $V(q)$, the velocity average is

$$\langle\dot q\,\theta(\dot q)\rangle=\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/2k_BT}dv=\sqrt{\frac{k_BT}{2\pi m}},\tag{18}$$

because the integral equals $k_BT/m$. Position and velocity are independent at equilibrium, so

$$k_{\rm TST}=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-V(q^*)/k_BT}}{\int_{-\infty}^{q^*}e^{-V(q)/k_BT}dq}.\tag{19}$$

**The bound and the transmission coefficient**

Separate (14) into forward and backward initial velocities:

$$x_Ak(t)=\langle\dot q\,\theta(\dot q)\,\delta(q-q^*)h_B(t)\rangle-\langle|\dot q|\,\theta(-\dot q)\,\delta(q-q^*)h_B(t)\rangle .\tag{20}$$

By (2) the forward and backward fluxes without $h_B(t)$ are equal, and by (17) each is $x_Ak_{\rm TST}$. Let $P_+(t)$ and $P_-(t)$ be the probabilities of being in B at time $t$ after a forward or a backward start, with starts weighted by $|\dot q|$. Dividing (20) by $x_Ak_{\rm TST}$ gives

$$\kappa(t)\equiv\frac{k(t)}{k_{\rm TST}}=P_+(t)-P_-(t),\qquad -1\le\kappa(t)\le1 .\tag{21}$$

The bound holds at every positive time, and hence on the plateau. Recrossing lowers $\kappa(t)$ in two ways: forward starts that end in A reduce $P_+$, and backward starts that end in B raise $P_-$.

The same bound controls the amplitude $a$. From (15) and $|k(s)|\le k_{\rm TST}$ follows $|C(0)-C(t)|\le x_Ak_{\rm TST}t$. Division by $C(0)=x_Ax_B$ and use of (11) give

$$\left|1-a\,e^{-t/\tau}\right|\le\frac{k_{\rm TST}\,t}{x_B}=\frac{t}{\kappa\tau},\qquad \kappa\equiv\frac{k_{AB}}{k_{\rm TST}},\tag{22}$$

where the equality uses (6). Taking $t$ to be a few $\tau_{\rm mol}$ shows that $a$ is close to one if $\tau_{\rm mol}\ll\kappa\tau$. Under this condition the plateau value of $\kappa(t)$ is the transmission coefficient $\kappa$. It is positive because $\tau$ is positive, and at most one by (21), up to the small corrections in (22).

The coefficient $\kappa$ belongs to the chosen surface. The relaxation time $\tau$ is a property of the dynamics, and moving $q^*$ within a sparsely populated barrier region changes $x_B$ little. The product $\kappa k_{\rm TST}=x_B/\tau$ is then nearly unchanged. Each such surface gives a $k_{\rm TST}$ that is an upper bound to the same rate constant, within these corrections, and the surface with the smallest $k_{\rm TST}$ gives the tightest bound.

Equation (21) is also a recipe for simulation. The rare event enters through the static average (17), and the dynamics through trajectories that start on the surface and last a few $\tau_{\rm mol}$. A poor surface is costly. With $N$ independent starts in each direction, the variance of each estimated probability is at most $1/(4N)$, so the standard error of $\kappa(t)$ is at most $1/\sqrt{2N}$. Its size relative to $\kappa$ grows as $\kappa$ falls.

**A double well with friction**

Take one particle in the potential

$$V(q)=V_0\left[(q/b)^2-1\right]^2+c\,q/b,\tag{23}$$

with round model parameters in atomic units: $m=50000$, $V_0=0.005$, $b=2$ and $c=0.0003$, at 300 K, where $k_BT=0.000950$. Its velocity obeys

$$m\dot v=-V'(q)-m\gamma v+\sqrt{2m\gamma k_BT}\,\xi(t),\tag{24}$$

where $\xi$ is white noise of unit strength and $\gamma=3\times10^{-4}$. The barrier top lies at $q=0.030$, which is $5.58\,k_BT$ above the minimum of A and $4.95\,k_BT$ above that of B. With $q^*$ at the top, $x_A=0.646$ and $x_B=0.354$.

The velocity factor (18) is $\sqrt{0.000950/(2\pi\times50000)}=5.50\times10^{-5}$. With the configurational factor, (19) gives $k_{\rm TST}=2.59\times10^{-7}$, or $0.0107\ \mathrm{ps}^{-1}$.

An independent value of $k_{AB}$ comes from the operator that generates the Langevin evolution. Its smallest nonzero decay rate is $1/\tau=4.635\times10^{-7}$. By (6),

$$k_{AB}=0.3538\times4.635\times10^{-7}=1.640\times10^{-7},\tag{25}$$

or $0.0068\ \mathrm{ps}^{-1}$, and $\kappa=1.640/2.591=0.633$.

Trajectories from the barrier top, 60000 in each direction, give $\kappa(t)$ by (21):

| $t$ (atomic units) | $\kappa(t)$ | standard error |
|---|---|---|
| 1000 | 0.908 | 0.001 |
| 2000 | 0.832 | 0.002 |
| 10000 | 0.640 | 0.002 |
| 20000 | 0.626 | 0.002 |
| 40000 | 0.620 | 0.002 |
| 60000 | 0.614 | 0.002 |

The curve starts at one, with $\kappa(t)\approx1-\gamma t/3$ at short times (0.990 at $t=100$), falls steeply within about $10^4$ atomic units, completes its transient by about $2\times10^4$, and then declines slowly. The slow decline is the exponential in (16): from 40000 to 60000 it predicts a factor $e^{-20000/2.157\times10^6}=0.991$, which takes 0.620 to 0.614. At $t=40000$ the generator gives $1-a\,e^{-t/\tau}=0.019$, below the bound 0.029 from (22). The expected reading is therefore $0.633\times0.981=0.621$, in agreement with the simulated 0.620.

Moving the surface by $+0.5$ raises $k_{\rm TST}$ to $4.86\times10^{-7}$ and lowers $\kappa(40000)$ to 0.327. The two products are

$$2.591\times10^{-7}\times0.6197=1.606\times10^{-7},\qquad 4.8605\times10^{-7}\times0.3266=1.587\times10^{-7}.\tag{26}$$

They differ by 1.2% of the first, with a combined standard error of 0.7%. A difference of about 0.9% is expected from (16), because $x_B$ and $a$ both fall slightly when the surface is moved. The bound was also tested with generator rates, which make no use of (21), at three frictions and three surfaces. The ratio $k_{AB}/k_{\rm TST}$ stayed below one in all nine cases. At the barrier top it was 0.792, 0.633 and 0.283 for $\gamma=10^{-4}$, $3\times10^{-4}$ and $10^{-3}$.

The rate constant should also predict an actual relaxation. For an ensemble prepared wholly in B, (5) and (6) give $c_A(t)=x_A(1-e^{-k_{AB}t/x_B})$. With the plateau reading $1.606\times10^{-7}$ and $t=2\times10^6$, the exponent is $0.908$ and $c_A=0.385$. A separate simulation of 8000 particles gave 0.395, with a standard error of 0.005. Part of the difference comes from reading the plateau at a finite time, which makes the rate constant 2% too low; the value (25) gives 0.390. Using $k_{\rm TST}$ instead would give 0.497.

**When there is no plateau**

Without friction the same particle conserves its energy. A trajectory launched from the barrier top with nonzero speed has more energy than the barrier, turns at the outer wall, and crosses the top again. Nothing captures it in either well. In the frictionless calculation $\kappa(t)$ falls to $-0.85$ near $t=2.8\times10^4$. By (21) this requires $P_+\le0.15$ and $P_-\ge0.85$: most trajectories are then on the side opposite to their initial direction. At $t=40000$ the value is $0.11$. No positive plateau appears: at times beyond $10^5$ trajectories of different energy have lost their phase relation and $\kappa(t)$ stays close to zero. No rate constant can be read off.

The zero-time limit survives, because it does not need the exponential law. The mean of $k(t)$ over the first 2000 atomic units, obtained from (15) by a sum over phase space, agrees with $k_{\rm TST}$ to 0.1%. With friction, $\kappa(t)$ has dropped to 0.83 by the end of the same interval. Since the potential and the surface are the same, this early loss is caused by the friction and its noise.

A plateau therefore has to be observed before a transmission coefficient is quoted. It can be absent because no energy is exchanged at all, as here, or because the barrier is too low to separate $\tau_{\rm mol}$ from $\tau$. Weak but nonzero friction need not remove it: for $\gamma=3\times10^{-6}$ the same particle shows a later and lower plateau, reached on the time scale $1/\gamma\approx3\times10^5$. Near $t=1.5\times10^5$, $\kappa(t)$ is 0.09 to 0.10 and still in its transient; it is about 0.08 from $5\times10^5$ to $10^6$, and from $5\times10^5$ on it declines about as (16) predicts. A long-lived intermediate acts differently: it adds a second slow time to $C(t)$, and a plateau can still appear. Before the intermediate has equilibrated, this plateau measures the flux of the single step across $q^*$, divided by the whole population on the A side. When one step is much slower than the other, in the sense that the sum of its forward and backward rate constants is much smaller, and $q^*$ lies on its barrier, the plateau is close to the overall rate $x_B/\tau$. With two equal barriers and an intermediate that holds far less population than either end state it is about twice that rate, and when $q^*$ lies on the faster barrier it can be far above it. Once the intermediate has equilibrated, $k(t)$ falls to a second level $a\,x_B/\tau$, which is near the overall rate if the intermediate holds far less population than either end state. In each of these cases (14), (17) and (21) remain valid. What can fail is the single exponential (11) with $a$ close to one from a few $\tau_{\rm mol}$ on, and with it the reading of $k(t)$ as the rate constant $k_{AB}$ of (4).

## Computed values

```
mass = 50000 m_e; friction = 3.0e-04 1/au
quartic barrier parameter = 0.0050 Eh; tilt = 0.0003 Eh
half width = 2.0 bohr; temperature = 300 K
kT = 0.000950 Eh
barrier top at q = 0.0300 bohr
barrier from A = 5.582 kT
barrier from B = 4.951 kT
barrier frequency = 3.161e-04 1/au
hbar*omega_b/kT = 0.333
x_A = 0.6462, x_B = 0.3538
k_TST at top = 2.5914e-07 1/au = 0.01071 1/ps
Frictionless motion:
 initial rate over 2000 au / k_TST = 1.0009
 largest identity error / largest integral = 0.0043
 lowest kappa = -0.850 at t = 27700 au
 kappa at 40000 au = 0.109
Langevin generator:
 1/tau = 4.6354e-07 1/au; tau = 2.1573e+06 au
 k_AB = x_B/tau = 1.6402e-07 1/au = 0.00678 1/ps
 amplitude of slow exponential = 0.9992
 loss of C/C(0) at 40000 au = 0.0192, bound 0.0293
k_AB/k_TST (generator), surface shifts -0.5, 0, +0.5 bohr:
 friction 1.0e-04 1/au: 0.418, 0.792, 0.420
 friction 3.0e-04 1/au: 0.334, 0.633, 0.336
 friction 1.0e-03 1/au: 0.149, 0.283, 0.150
Reactive flux, 60000 starts in each direction, surface at top:
 kappa(100 au) = 0.9926 +- 0.0003
 kappa(1000 au) = 0.9081 +- 0.0012
 kappa(2000 au) = 0.8317 +- 0.0016
 kappa(5000 au) = 0.7026 +- 0.0021
 kappa(10000 au) = 0.6402 +- 0.0022
 kappa(20000 au) = 0.6260 +- 0.0023
 kappa(40000 au) = 0.6197 +- 0.0023
 kappa(60000 au) = 0.6138 +- 0.0023
 plateau k = 1.6059e-07 1/au = 0.00664 1/ps
Reactive flux, surface shifted by +0.5 bohr:
 k_TST = 4.8605e-07 1/au
 kappa(40000 au) = 0.3266 +- 0.0021
 plateau k = 1.5874e-07 1/au
Population of A, 8000 particles started in B:
 t = 1.0e+06 au: simulated 0.242, flux 0.236, TST 0.335
 t = 2.0e+06 au: simulated 0.395, flux 0.385, TST 0.497
 t = 3.0e+06 au: simulated 0.485, flux 0.481, TST 0.574
```
